# Padé and Maximum-Entropy Continuation of the Electron-Gas Response from Noisy Data

## 1. Definitions and conventions

The system is the unpolarised three-dimensional electron gas at zero temperature, with density $n$. Energies and frequencies are in units of $E_F$, wave vectors in units of $k_F$, and $Q=q/k_F$. The density response $\chi(q,z)$ is taken per volume, with $\operatorname{Im}z>0$. Define

$$F(z)=-\frac{\chi(q,z)\,E_F^2}{n\hbar^2q^2/m}.$$

**Free gas.** The response is $\chi_0=2\int\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{z-\Delta_k}$ with $\Delta_k=\varepsilon_{k+q}-\varepsilon_k$. In the second term substitute $k\to-k-q$, which turns $\Delta_k$ into $-\Delta_k$. Both terms then carry $f_k$, and

$$\frac1{z-\Delta}-\frac1{z+\Delta}=\frac{2\Delta}{z^2-\Delta^2}.$$

With $\hbar^2q^2/m=2Q^2E_F$, this gives

$$F_0(z)=\frac1{Q^2}\left\langle\frac{\Delta}{\Delta^2-z^2}\right\rangle,\qquad \Delta=2Qp+Q^2,$$

where $p$ is the component of $\mathbf k$ along $\mathbf q$. Its distribution in the Fermi sphere is $\tfrac34(1-p^2)$. Let $u=z/2Q$, $x_\pm=u\pm Q/2$, and split $\Delta/(\Delta^2-z^2)$ into $\tfrac12[1/(\Delta-z)+1/(\Delta+z)]$. The first fraction is $-1/[2Q(x_--p)]$. The second becomes $1/[2Q(x_+-p)]$ after $p\to-p$. Since $(1-p^2)/(x-p)=(1-x^2)/(x-p)+x+p$,

$$J(x)=\int_{-1}^1\frac{1-p^2}{x-p}\,dp=(1-x^2)\ln\frac{x+1}{x-1}+2x,$$

$$F_0(z)=\frac{3}{16Q^3}\,[J(x_+)-J(x_-)].$$

**Random-phase approximation (RPA).** Here $\chi=\chi_0/(1-v_q\chi_0)$. Because $v_qn\hbar^2q^2/m$ is the squared plasma energy, $v_q\chi_0=-\omega_p^2F_0$, so

$$F=\frac1{1/F_0+\omega_p^2}.$$

This model omits multipair excitations and the plasmon damping they cause outside the single-pair continuum.

**Spectral form.** $F$ is analytic in the upper half-plane and decays there, and $\operatorname{Im}F$ is odd on the real axis. Cauchy's formula gives $F(z)=\frac1\pi\int_{-\infty}^{\infty}\frac{\operatorname{Im}F(\nu+i0)}{\nu-z}d\nu$. Joining $\pm\nu$ yields

$$F(z)=\int_0^\infty\frac{A(\nu)}{\nu^2-z^2}\,d\nu,\qquad A(\nu)=\frac{2\nu}{\pi}\operatorname{Im}F(\nu+i0)\ge0 .$$

The data are $F(i\omega)=\int A/(\nu^2+\omega^2)\,d\nu$; the unknown is $A$.

**Sum rules.** At large $\omega$, $F(i\omega)=\omega^{-2}\int A-\omega^{-4}\int\nu^2A+\dots$. For the free gas $\langle\Delta\rangle=Q^2$ and, with $\langle p^2\rangle=1/5$, $\langle\Delta^3\rangle=Q^6+\tfrac{12}5Q^4$. Hence $1/F_0=\omega^2+Q^4+\tfrac{12}5Q^2+\dots$. Adding $\omega_p^2$ and inverting gives, in RPA,

$$\int A\,d\nu=1,\qquad \int\nu^2A\,d\nu=\omega_p^2+\tfrac{12}5Q^2+Q^4 .$$

## 2. How much the kernel erases

Put $\nu=e^x$, $\omega=e^y$. Since $d\nu=\nu\,dx$,

$$\omega F(i\omega)=\int\frac{A(e^x)}{2\cosh(x-y)}\,dx .$$

The problem is a deconvolution in logarithmic frequency. A wave $\cos kx$ returns as $g(k)\cos ky$, where $g(k)=\int e^{iku}/(2\cosh u)\,du$. To find $g$, close the contour along $\operatorname{Im}u=\pi$. There $\cosh$ changes sign, so the returning line contributes $+e^{-\pi k}g$. The pole at $i\pi/2$ contributes $\pi e^{-\pi k/2}$. Therefore

$$g(k)=\frac{\pi}{2\cosh(\pi k/2)} .$$

Take a constant $A$ and modulate it fully, $A(1+\cos kx)$. The relative change of the data has amplitude $g(k)/g(0)=1/\cosh(\pi k/2)$. If a change equal to the relative noise $\delta$ is the detection threshold, the limit is $k_\delta=\frac2\pi\operatorname{arcosh}(1/\delta)$. The smallest visible half-period is

$$\Delta\ln\nu=\frac{\pi}{k_\delta}=\frac{\pi^2}{2\operatorname{arcosh}(1/\delta)}\simeq\frac{\pi^2}{2\ln(2/\delta)} .$$

For $\delta=10^{-3}$ this is $9.870/(2\times7.601)=0.649$, a factor $e^{0.649}=1.91$ in frequency. At $\delta=10^{-8}$ it is still 0.258. Averaging over $N$ independent points lowers the threshold roughly as $1/\sqrt N$, which enters only through the logarithm.

Two positive spectra show the effect. Let one be $e^{-x^2/2}$ and the other $e^{-x^2/2}(1+\cos kx)$. Direct summation of the convolution for $|y|\le3$ gives a largest relative data change of 0.20 at $k=0.5k_\delta$ and $1.3\times10^{-4}$ at $k=1.5k_\delta$, with $\delta=10^{-3}$ and $k_\delta=4.84$. The second pair cannot be told apart point by point at that noise. Both changes exceed the plane-wave value $1/\cosh(\pi k/2)$, for two reasons. The envelope spreads the wave over neighbouring $k'$ with weight $e^{-(k'-k)^2/2}$, and the slower waves are damped less. With $g(k')\simeq\pi e^{-\pi k'/2}$ this raises the change at $y=0$ by $e^{\pi^2/8}=3.4$ when $k$ is large. The envelope also lowers the unmodulated data at $y=0$, from $\pi/2$ to 0.93, which gives a further factor 1.7.

**An exception.** If $A$ is known to be a single line at $\nu_0$, then $\nu_0^2=1/F-\omega^2$. A relative error $\delta$ in $F$ gives

$$\frac{\delta\nu_0}{\nu_0}\simeq\frac\delta2\left(1+\frac{\omega^2}{\nu_0^2}\right),$$

which is linear in $\delta$. The logarithmic law limits general structure, not the position of an isolated line.

## 3. A singular-value bound for finite windows

Let $s=\omega^2$, $t=\nu^2$, and choose any $p_j>0$. With

$$r(s)=\prod_{j=1}^n\frac{s-p_j}{s+p_j},\qquad r(-t)=\frac1{r(t)},$$

the numerator of $[1-r(s)r(t)]/(s+t)$ vanishes at $s=-t$. After multiplication by $\prod_j(s+p_j)$ it is a polynomial of degree at most $n$ in $s$, divisible by $s+t$. The quotient has at most $n$ powers of $s$, so this part of the kernel has rank at most $n$. The remainder is $r(s)r(t)/(s+t)$.

For a sampled kernel with any positive row and column weights, the remainder is the original matrix multiplied on both sides by diagonal matrices. Since $\sigma_{n+1}$ is the distance in spectral norm to the nearest matrix of rank $n$,

$$\sigma_{n+1}\le\max_i|r(s_i)|\;\max_j|r(t_j)|\;\sigma_1 .$$

To estimate the best rate, let both frequencies cover a window of logarithmic length $L$, so that $s,t\in[a,b]$ with $\ln(b/a)=2L$. For many nodes, treat them as a smooth charge. Then $U=\ln|r|$ is a potential that vanishes on the imaginary $s$ axis and is made constant, $U=-c$, on $[a,b]$. By symmetry no flux crosses the rest of the positive real axis. The map

$$w=\int_0^s\frac{ds'}{\sqrt{(a^2-s'^2)(b^2-s'^2)}}$$

turns the first quadrant into a rectangle. Its plates have length $K(k')/b$ and separation $K(k)/b$, where $k=a/b$, $k'^2=1-k^2$, and $K$ is the complete elliptic integral. The flux through the upper side of $[a,b]$ is $\pi n$, so

$$\pi n=c\,\frac{K(k')}{K(k)} .$$

For $a\ll b$, $K(k)\to\pi/2$ and $K(k')\to\ln(4b/a)=2(L+\ln2)$. The two factors of $r$ together decay as

$$e^{-2c}=\exp\left[-\frac{\pi^2n}{2(L+\ln2)}\right].$$

For the hyperbolic-secant kernel on a window $L=\ln100$, a 100-point Gauss–Legendre discretisation gives a decay rate of 0.930 per index between $\sigma_9$ and $\sigma_{21}$. The formula gives 0.931. About $\ln10/0.931=2.5$ components are gained per decade of noise reduction.

At nonzero temperature the sampling points are Matsubara frequencies. The positive ones obey the same bound. A datum at $\omega=0$ adds one row and raises the rank of the approximation by at most one.

## 4. Thiele–Padé with a causality test

Write $s=-z^2$, so that $F(s)=\int A/(\nu^2+s)\,d\nu$ and the data lie at $s_p=\omega_p^2>0$; here the subscript labels sampling points. Start with $g_1=F$ and set

$$a_p=g_p(s_p),\qquad g_{p+1}(s)=\frac{g_p(s_p)-g_p(s)}{(s-s_p)\,g_p(s)} .$$

Solving for $g_p$ gives the continued fraction

$$g_p(s)=\frac{a_p}{1+(s-s_p)\,g_{p+1}(s)} .$$

Replacing $g_N$ by the constant $a_N$ interpolates all $N$ data. An even number of coefficients gives $F\propto1/s$ at large $s$, as the f-sum rule requires.

**Positivity for exact data.** A Stieltjes function is $c+\int d\mu(t)/(s+t)$ with $c\ge0$, $\mu\ge0$, $t\ge0$. Equivalently, it is analytic off the half-line $s\le0$, non-negative for $s>0$, and has $\operatorname{Im}g\le0$ when $\operatorname{Im}s>0$. If $g_p$ is such a function, $1/g_p$ has a non-negative imaginary part in the upper half-plane. Its Herglotz representation is

$$\frac1{g_p(s)}=C+\beta s+\int\left[\frac{t}{1+t^2}-\frac1{s+t}\right]d\rho(t),\qquad\beta,\rho\ge0,$$

and therefore

$$g_{p+1}(s)=a_p\,\frac{1/g_p(s)-1/g_p(s_p)}{s-s_p}=a_p\left[\beta+\int\frac{d\rho(t)}{(s+t)(s_p+t)}\right].$$

This is again a Stieltjes function, so no $a_p$ is negative. All are positive unless the spectrum consists of finitely many lines. For $n$ lines $a_{2n+1}=0$ and the fraction terminates, already exact.

**A sufficient test.** Positive coefficients do not suffice. Suppose the tail $G=g_{p+1}$ is a Stieltjes function and $X(s)=1+(s-s_p)G(s)$ obeys $X(0)>0$. Then

$$X(s)=X(0)+s_p[G(0)-G(s)]+sG(s).$$

Each term is non-negative for $s>0$ and has a non-negative imaginary part for $\operatorname{Im}s>0$, so $a_p/X$ is a Stieltjes function. Starting from the positive last coefficient, one therefore requires all $a_p>0$ and all backward values $g_p(0)>0$. Conversely, a truncation that is a Stieltjes function and finite at $s=0$ passes.

Exact data with finite $F(0)$ pass at every length up to such a termination. Since $g_n$ does not increase with $s$, $a_n\le g_n(0)$. Replacing $g_n$ by $a_n$ can only raise $X(0)$ and lower the next backward value, and the argument repeats down the chain. A failure is thus a sign of noise or rounding. The algorithm increases the even length until the first failure and keeps the previous length. The result has $\operatorname{Im}F\ge0$ for $z=\omega+i\eta$ with $\omega,\eta>0$, because $\operatorname{Im}z^2=2\omega\eta>0$.

## 5. Maximum entropy

Divide the frequency axis into cells with weights $a_j\ge0$. Divide each row of the kernel and each datum by its error bar, and call the results $K$ and $d$. For correlated errors with covariance $C$, multiplication by $C^{-1/2}$ takes the place of this division. With a default model $m_j$, minimise

$$\mathcal Q=\tfrac12|Ka-d|^2+\alpha D,\qquad D=\sum_j\left[a_j\ln\frac{a_j}{m_j}-a_j+m_j\right],$$

where $0\ln0=0$. Stationarity reads $K^T(Ka-d)+\alpha\ln(a/m)=0$. Setting $\lambda=(Ka-d)/\alpha$,

$$a_j=m_je^{-(K^T\lambda)_j},\qquad \alpha\lambda+d-Ka=0 .$$

The second equation is the zero gradient of $\tfrac\alpha2|\lambda|^2+d\cdot\lambda+\sum_ja_j(\lambda)$. Its Hessian $\alpha+K\operatorname{diag}(a)K^T$ is positive definite, so the solution is unique and damped Newton steps can find it. With $K=U\Sigma V^T$, the exponent lies in the span of the right singular vectors. Directions with small singular values stay near the default unless $\lambda$ is large along them.

To choose $\alpha$, expand $\mathcal Q$ about its minimum with $\delta a_j=\sqrt{a_j}\,y_j$ and measure $\prod da_j/\sqrt{a_j}$. The curvatures are $\alpha+\Lambda_i$, where $\Lambda_i$ are the eigenvalues of $\sqrt a\,K^TK\sqrt a$. The entropic prior is normalised in the same Gaussian approximation by a factor $\sqrt\alpha$ per direction. Hence

$$\ln P(\alpha)=\tfrac12\sum_i\ln\frac{\alpha}{\alpha+\Lambda_i}-\mathcal Q_{\min}(\alpha)+\text{const}.$$

Because $a$ is stationary, $d\mathcal Q_{\min}/d\alpha=D$. With a prior flat in $\ln\alpha$ and $\Lambda_i$ held fixed in the derivative, the maximum obeys

$$2\alpha D=N_g,\qquad N_g=\sum_i\frac{\Lambda_i}{\alpha+\Lambda_i}.$$

$N_g$ counts the directions determined by data rather than by the default.

## 6. Worked example

Take $r_s=4$ and $Q=0.6$. Then $E_F=3.132$ eV and $\omega_p=1.881$. The pair continuum ends at $Q^2+2Q=1.56$. A root search on $1/F=0$ puts the plasmon at $2.149\,E_F=6.73$ eV, above that edge. Its f-sum weight is $-1/[d(1/F)/dz^2]=0.9736$, from a central difference; quadrature over the pairs gives 0.0264. The second moment is $3.538+0.864+0.130=4.532$.

There are 40 imaginary frequencies, logarithmically spaced from 0.1 to 10, with independent Gaussian relative noise $\delta$. Thiele points are taken in bit-reversed order, so early points are widely separated. Maximum entropy uses 800 cells of width 0.01 and the normalised default $m\propto\nu^2e^{-\nu^2/\omega_p^2}$, which has the correct low-frequency power. Results are compared through the loss function $\omega_p^2\operatorname{Im}F(\omega+i\eta)$ at $\eta=0.2$. The plasmon alone gives a height of about $3.538\times0.9736/(2\times2.149\times0.2)=4.01$; the exact RPA maximum on this line is 4.01, at $\omega=2.149$. On the frequency grid of step 0.02 used for the comparisons, the largest value is 4.00, at $\omega=2.14$; peak positions quoted below are read from this grid.

To count components, scale the kernel to $\sqrt{m_j}/[F_i(\omega_i^2+\nu_j^2)]$. A singular value above $\delta$ marks a direction in which data outweigh the default at $\alpha=1$. Numerical decomposition gives $\sigma_5,\sigma_9,\sigma_{13}$ equal to $1.9\times10^{-2}$, $4.4\times10^{-4}$ and $1.1\times10^{-5}$ times $\sigma_1$. The bounds of Section 3, with $p_j=b\,\mathrm{dn}[(2j-1)K(k')/2n,k']$ on the combined window, are 0.36, 0.034 and 0.0032.

Errors below are the largest deviation for $0.06\le\omega<4$, divided by the exact peak height. Padé entries are medians over 100 draws; maximum-entropy (ME) entries are medians over the first five.

| $\delta$ | $\sigma>\delta$ | causal length | causal error | full error | ME error |
|---|---|---|---|---|---|
| $10^{-2}$ | 8 | 4 | 0.30 | 0.25 | 0.47 |
| $10^{-3}$ | 11 | 6 | 0.083 | 0.093 | 0.28 |
| $10^{-4}$ | 13 | 8 | 0.059 | 0.034 | 0.13 |
| $10^{-6}$ | 18 | 10 | 0.0096 | 0.011 | – |
| $10^{-8}$ | 23 | 14 | 0.0064 | 0.0042 | – |

Six decades of noise reduction add 15 singular components, or 2.5 per decade, and 10 causal Padé coefficients. The singular count is close to the rate for the data window $L=\ln100$, although the combined window is longer. The reason is that the zeros and poles of the rational function can be chosen separately for the two windows. For $s\in[s_1,s_2]$ and $t\in[t_1,t_2]$ the rate per index is then approximately
$$\frac{\pi^2}{\ln(16\gamma)},\qquad \gamma=\frac{(s_1+t_2)(s_2+t_1)}{(s_1+t_1)(s_2+t_2)} .$$
Here it is 0.894, against 0.931 for two equal windows with $L=\ln100$. The weighted kernel decays somewhat faster than this estimate, at about 0.93 per index from $\sigma_5$ to $\sigma_{13}$. An unlimited spectral window gives $\gamma\to s_2/s_1$ and a rate of 0.824, so for this data window extending the spectral window raises the estimated count per decade by at most about 13%.

With 80-digit arithmetic and no noise, the 40-coefficient Padé error is $3.9\times10^{-6}$. The sampling is therefore sufficient for this $\eta$, and the Padé errors in the table come from noise and the truncation it forces. The maximum-entropy errors also contain the pull of the default model, which is not separated here.

Truncation does not consistently lower the Padé error. What it secures is the sign of the loss. Every noisy 40-coefficient fraction fails the causality test. On the line $\eta=0.2$, however, a loss below $-10^{-3}$ of the peak appears in 19% of draws at $\delta=10^{-2}$ (uncertain by several points with 100 draws), 2% at $10^{-3}$, and none at $10^{-6}$. A fit can therefore be noncausal without showing a negative loss on this line.

Both methods find the plasmon early: the median peak is at 2.08 for $\delta=10^{-2}$ and 2.14 for $10^{-4}$. One line carries 97% of the weight, but the linear law of Section 2 is not reached. That law would give a shift of order 0.01 at $\delta=10^{-2}$, whereas the causal Padé peak lies about 0.07 low there and scatters between draws by about 0.07 at $\delta=10^{-2}$ and 0.025 at $10^{-4}$. The pairs still matter: a single line of unit weight, fitted to the noise-free data by least squares in the relative error, lies at 2.06 instead of 2.149. That offset is a model error, which the linear noise law does not include. A spectrum dominated by one line suits a rational function, so the smaller Padé errors do not rank the methods for broad spectra. The median f-sum is 0.992 for causal Padé and 1.005 for maximum entropy at $\delta=10^{-2}$; at $10^{-4}$ both are within about $10^{-4}$ of unity.

From $\delta=10^{-2}$ to $10^{-4}$, $N_g$ rises from 5.1 to 8.7, with $\alpha$ between 4.0 and 2.6. It stays below the singular count, which assumes $\alpha=1$ and weights by $m$ instead of $a$. The misfit per datum, $|Ka-d|^2/N$, is 0.63, 0.58 and 0.54, lower than the rough expectation $1-N_g/N$ of 0.87 to 0.78. Most of the difference comes from the small sample. The same five noise vectors enter all three values, and their median mean square is 0.81 instead of 1. The low misfit is therefore not evidence of overfitting by itself.

In one solution at $\delta=10^{-3}$, $\ln(a/m)$ reaches $-7691$. The corresponding weight underflows to zero in double precision, so the limit $0\ln0=0$ must be coded explicitly wherever $\ln(a/m)$ is recomputed from $a$. Using the known exponent $-(K^T\lambda)_j$ for the logarithm avoids the problem.
